**Evanescent-mode conductance of undoped graphene**

The program tests the wide-strip law $G=4e^2W/(\pi hL)$, where $L$ is the strip length along the current, $W$ its width, $e$ the elementary charge and $h$ Planck's constant. It asserts that a discretized strip with a large mass outside has transverse wavevectors close to $(n+\frac12)\pi/W$. Spinor transfer in the sublattice basis is asserted to agree with the transmission formulas at the Dirac point, at finite energy and for finite lead doping. Further assertions cover the finite-width correction, the Fano factor 1/3, the small-energy and 4 K corrections, and the convergence of the doping-tail results. A nearest-neighbour honeycomb lattice, which does not use the Dirac equation, must reproduce the law within 0.3%; the output shows a ratio of 0.99893. For $L=100$ nm and $W=1000$ nm the output gives $G=493.26$ µS, or 2027.3 Ω. It also shows conductance ratios to the ideal law of 4.277 at 300 K, 1.394 for a uniform residual density of $10^{10}$ cm$^{-2}$, and 1.2355 for 5 nm doping tails.

## Check in Python

```python
"""Dirac-point conductance of a wide, short, undoped graphene strip.

Result under test: G = (4 e^2/h) sum_n 1/cosh^2(q_n L) -> 4 e^2 W/(pi h L),
q_n = (n+1/2) pi/W, for W >> L and heavily doped graphene leads.
L, W: strip length (along current) and width; v: Dirac velocity;
depth: downward shift of the Dirac point in the leads; q: transverse wavevector.
Energies are in meV, lengths in nm, wavevectors in 1/nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import svdvals

length, width = 100.0, 1000.0
velocity = 1.0e6
lead_depth = 300.0
bond = 0.142
hv = const.hbar * velocity / const.e * 1e12          # meV nm
quantum = 4 * const.e**2 / const.h                  # siemens
k_lead0 = lead_depth / hv


def mode_wavevectors(strip_width, strip_length, cutoff=60.0):
    count = int(cutoff * strip_width / (np.pi * strip_length))
    return (np.arange(count) + 0.5) * np.pi / strip_width


def transmission(q, energy, potential, dx, depth):
    """Sublattice spinor carried through slices of constant potential."""
    k_total = (energy + depth) / hv
    q = q[q < k_total]
    phase = np.exp(1j * np.arcsin(q / k_total))
    a = np.ones(len(q), complex)                     # left-moving lead spinor
    b = -1 / phase
    for u in potential:
        eps = (energy - u) / hv
        lam = np.sqrt(q**2 - eps**2 + 0j)
        c, s = np.cosh(lam * dx), np.sinh(lam * dx) / lam
        a, b = (c * a + s * (q * a + 1j * eps * b),
                c * b + s * (1j * eps * a - q * b))
    amplitude = (-1 / phase - phase) / (b - phase * a)
    return np.abs(amplitude)**2


modes = mode_wavevectors(width, length)
flat = [0.0]
ideal_sum = width / (np.pi * length)

# Transverse modes from a finite but large mass outside the strip
inside, outside = 600, 40
step = 1.0 / inside
mass = np.full(inside + 2 * outside, 1 / step)
mass[outside:outside + inside] = 0.0
wall_matrix = (np.diag(1 / step + mass / 2)
               - np.diag(1 / step - mass[1:] / 2, -1))
wall_q = np.sort(svdvals(wall_matrix))[:4]
expected_q = (np.arange(4) + 0.5) * np.pi
# tolerance: penetration into the wall and grid step are both about 1/600
assert np.allclose(wall_q, expected_q, rtol=5e-3)

# Transmission at the Dirac point, very strongly doped leads
deep = 1e7
t_deep = transmission(modes, 0.0, flat, length, deep)
t_modes = 1 / np.cosh(modes * length)**2
assert np.allclose(t_deep, t_modes, rtol=1e-5, atol=1e-12)

# Transmission with finite lead doping
q_open = modes[modes < k_lead0]
t_finite = transmission(modes, 0.0, flat, length, lead_depth)
tan2 = q_open**2 / (k_lead0**2 - q_open**2)
t_formula = 1 / (np.cosh(q_open * length)**2
                 + tan2 * np.sinh(q_open * length)**2)
assert np.allclose(t_finite, t_formula, rtol=1e-7, atol=1e-14)
lead_change = t_finite.sum() / ideal_sum - 1
lead_law = -(np.pi**2 / 36 + 1 / 3) / (k_lead0 * length)**2
assert abs(lead_change / lead_law - 1) < 0.02        # next order in 1/(k0 L)^2

# Transmission away from the Dirac point, strongly doped leads
test_energy = 20.0
eps = test_energy / hv
kappa = np.sqrt(eps**2 - modes**2 + 0j)
t_energy = 1 / (np.cos(kappa * length)**2
                + (eps / kappa * np.sin(kappa * length))**2).real
assert np.allclose(transmission(modes, test_energy, flat, length, deep),
                   t_energy, rtol=1e-4, atol=1e-10)
curvature = quad(lambda u: np.tanh(u) * (u - np.tanh(u))
                 / (u * np.cosh(u))**2, 1e-4, 40)[0]
small_energy = 0.5
t_small = transmission(modes, small_energy, flat, length, deep)
measured = (t_small.sum() / t_deep.sum() - 1) / (small_energy * length / hv)**2
assert abs(measured / curvature - 1) < 0.02
assert np.all(t_small[:60] > t_deep[:60])            # every relevant mode rises

# Mode sum, its wide-strip limit and the finite-aspect correction
mode_sum = t_modes.sum()
assert abs(mode_sum / ideal_sum - 1) < 1e-9
aspect_ratio_result = {}
for aspect in (1.0, 2.0, 4.0):
    q = mode_wavevectors(aspect, 1.0)
    ratio = np.sum(1 / np.cosh(q)**2) * np.pi / aspect
    m = np.arange(1, 30)
    x = np.pi * m * aspect
    poisson = 1 + 2 * np.sum((-1.0)**m * x / np.sinh(x))
    assert abs(ratio - poisson) < 1e-10
    aspect_ratio_result[aspect] = ratio
fano = np.sum(t_modes * (1 - t_modes)) / mode_sum
assert abs(fano - 1 / 3) < 1e-8

# Honeycomb lattice, both valleys, doped lattice leads, no Dirac equation
hop = hv / (1.5 * bond)
cells = round(length / (1.5 * bond))
lattice_length = cells * 1.5 * bond
period = np.sqrt(3) * bond
points = 40000
ka = -np.pi + 2 * np.pi * (np.arange(points) + 0.5) / points
rung = 2 * np.cos(ka / 2)                            # in units of hop
z = lead_depth / hop
b_lead = z**2 + 1 - rung**2
is_open = np.abs(b_lead) < 2 * z
rung, b_lead = rung[is_open], b_lead[is_open]
sigma = (b_lead - 1j * np.sqrt(4 * z**2 - b_lead**2)) / (2 * z)
# the lead surface function must reproduce itself when one cell is added
assert np.allclose(sigma, 1 / (z - rung**2 / (z - sigma)))
g_site = -1 / sigma
g_through = g_site.copy()
for site in range(2, 2 * cells + 1):
    link = rung if site % 2 == 0 else 1.0
    end = sigma if site == 2 * cells else 0.0
    g_site = 1 / (-link**2 * g_site - end)
    g_through = g_through * link * g_site
t_lattice = (2 * sigma.imag)**2 * np.abs(g_through)**2
lattice_ratio = (t_lattice.sum() / points / period
                 * np.pi * lattice_length / 2)
# tolerance: finite lead doping and lattice mismatch, each about 0.1 percent
assert abs(lattice_ratio - 1) < 3e-3


# Effects left out of the ideal result, for the example's own numbers
def relative_conductance(energy, potential=flat, dx=length):
    t = transmission(modes, energy, potential, dx, lead_depth)
    return t.sum() / ideal_sum


def thermal_ratio(kelvin):
    kt = const.k * kelvin / const.e * 1e3
    x = np.linspace(-10, 10, 401)
    weight = 1 / np.cosh(x / 2)**2
    values = np.array([relative_conductance(e) for e in x * kt])
    return kt, np.sum(weight * values) / weight.sum()


def tail_ratio(decay, slices):
    dx = length / slices
    x = (np.arange(slices) + 0.5) * dx
    tail = -lead_depth * (np.exp(-x / decay) + np.exp(-(length - x) / decay))
    return relative_conductance(0.0, tail, dx)


kt4, ratio4 = thermal_ratio(4.0)
kt300, ratio300 = thermal_ratio(300.0)
thermal_law = curvature * np.pi**2 / 3 * (kt4 * length / hv)**2
assert abs((ratio4 - 1 - lead_change) / thermal_law - 1) < 0.05
tail1, tail5 = tail_ratio(1.0, 1000), tail_ratio(5.0, 1000)
assert abs(tail5 / tail_ratio(5.0, 500) - 1) < 1e-3
assert abs(tail1 / tail_ratio(1.0, 500) - 1) < 1e-3
assert tail5 > tail1 > 1
residual = []
for density in (1e9, 1e10):                         # per cm^2
    fermi = hv * np.sqrt(np.pi * density * 1e-14)
    residual.append((density, fermi, relative_conductance(fermi)))
mobility, mobility_density = 1e5, 1e11              # cm^2/Vs, 1/cm^2
mean_free_path = (const.hbar * mobility * 1e-4 / const.e
                  * np.sqrt(np.pi * mobility_density * 1e4) * 1e9)

conductance = quantum * mode_sum
print(f"strip length L = {length:.0f} nm, width W = {width:.0f} nm")
print(f"Dirac velocity = {velocity:.1e} m/s, hbar v = {hv:.1f} meV nm")
print(f"lead shift U0 = {lead_depth/1e3:.2f} eV, k0 = {k_lead0:.4f} 1/nm")
print(f"k0 L = {k_lead0*length:.2f}")
print(f"4e^2/h = {quantum*1e6:.3f} uS")
for n in (0, 1, 2, 3, 5, 10):
    print(f"mode n={n}: q L = {modes[n]*length:.4f}, T = {t_modes[n]:.5f}")
print(f"sum of T over modes = {mode_sum:.6f}")
print(f"W/(pi L) = {ideal_sum:.6f}")
print(f"conductance G = {conductance*1e6:.2f} uS")
print(f"resistance 1/G = {1/conductance:.1f} ohm")
print(f"resistance times width = {width*1e-3/conductance:.1f} ohm um")
print(f"G L/W = {conductance*length/width*1e6:.3f} uS")
print(f"Fano factor = {fano:.6f}")
for aspect, ratio in aspect_ratio_result.items():
    print(f"W/L = {aspect:.0f}: mode sum / wide-strip limit = {ratio:.6f}")
print(f"wall test, q W/pi of lowest modes = {np.round(wall_q/np.pi, 4)}")
print(f"finite lead doping, change of G = {lead_change*100:.4f} %")
print(f"finite lead doping, leading law = {lead_law*100:.4f} %")
print(f"lattice: hopping = {hop/1e3:.3f} eV, bond = {bond:.3f} nm")
print(f"lattice: cells = {cells}, length = {lattice_length:.2f} nm")
print(f"lattice G / ideal G = {lattice_ratio:.5f}")
print(f"energy scale hbar v/L = {hv/length:.3f} meV")
print(f"bias scale hbar v/(e L) = {hv/length:.3f} mV")
print(f"energy coefficient c = {curvature:.5f}")
print(f"4 K: kT = {kt4:.3f} meV, G / ideal G = {ratio4:.5f}")
print(f"4 K: thermal rise from the quadratic law = {thermal_law*100:.4f} %")
print(f"300 K: kT = {kt300:.2f} meV, G / ideal G = {ratio300:.3f}")
for density, fermi, ratio in residual:
    print(f"density {density:.0e} cm^-2: Fermi energy = {fermi:.2f} meV, "
          f"G / ideal G = {ratio:.3f}")
print(f"doping tail 1 nm: G / ideal G = {tail1:.4f}")
print(f"doping tail 5 nm: G / ideal G = {tail5:.4f}")
print(f"rough mobility = {mobility:.0e} cm^2/Vs "
      f"at density {mobility_density:.0e} cm^-2")
print(f"mean free path at that density = {mean_free_path:.0f} nm")
print("tests ok")
```

Output:

```
strip length L = 100 nm, width W = 1000 nm
Dirac velocity = 1.0e+06 m/s, hbar v = 658.2 meV nm
lead shift U0 = 0.30 eV, k0 = 0.4558 1/nm
k0 L = 45.58
4e^2/h = 154.962 uS
mode n=0: q L = 0.1571, T = 0.97573
mode n=1: q L = 0.4712, T = 0.80710
mode n=2: q L = 0.7854, T = 0.56993
mode n=3: q L = 1.0996, T = 0.35946
mode n=5: q L = 1.7279, T = 0.11865
mode n=10: q L = 3.2987, T = 0.00544
sum of T over modes = 3.183099
W/(pi L) = 3.183099
conductance G = 493.26 uS
resistance 1/G = 2027.3 ohm
resistance times width = 2027.3 ohm um
G L/W = 49.326 uS
Fano factor = 0.333333
W/L = 1: mode sum / wide-strip limit = 0.500000
W/L = 2: mode sum / wide-strip limit = 0.953241
W/L = 4: mode sum / wide-strip limit = 0.999825
wall test, q W/pi of lowest modes = [0.4991 1.4972 2.4953 3.4934]
finite lead doping, change of G = -0.0292 %
finite lead doping, leading law = -0.0292 %
lattice: hopping = 3.090 eV, bond = 0.142 nm
lattice: cells = 469, length = 99.90 nm
lattice G / ideal G = 0.99893
energy scale hbar v/L = 6.582 meV
bias scale hbar v/(e L) = 6.582 mV
energy coefficient c = 0.10094
4 K: kT = 0.345 meV, G / ideal G = 1.00062
4 K: thermal rise from the quadratic law = 0.0911 %
300 K: kT = 25.85 meV, G / ideal G = 4.277
density 1e+09 cm^-2: Fermi energy = 3.69 meV, G / ideal G = 1.040
density 1e+10 cm^-2: Fermi energy = 11.67 meV, G / ideal G = 1.394
doping tail 1 nm: G / ideal G = 1.0212
doping tail 5 nm: G / ideal G = 1.2355
rough mobility = 1e+05 cm^2/Vs at density 1e+11 cm^-2
mean free path at that density = 369 nm
tests ok
```
